# Seaton's Coulomb functions: the energy-analytic and energy-normalised pairs, part 2

An electron moves without relativity in the field of a fixed point charge $+e$. With $r>0$ in bohr and the energy $\epsilon$ in rydberg, the radial function obeys

$$w''+\left[\epsilon+\frac{2}{r}-\frac{l(l+1)}{r^2}\right]w=0,\qquad l=0,1,2,\dots$$

Primes denote $d/dr$, $m=2l+1$, and $\mathcal W[u,v]=uv'-u'v$. The energy is also written $\epsilon=-1/\kappa^2$ with the principal root $\kappa=(-\epsilon)^{-1/2}$, so $\kappa=\nu>0$ for $\epsilon<0$ and $\kappa=i/k$ for $\epsilon=k^2+i0$. Powers and logarithms of $\kappa$ are principal. The digamma function obeys $\psi(x+1)=\psi(x)+1/x$ and $\psi(1-x)=\psi(x)+\pi\cot\pi x$, with $\psi(1)=-\gamma$.

Replacing $l(l+1)$ by $\lambda^2-\tfrac14$ with complex $\lambda$ gave a solution entire in $\epsilon$ and $\lambda$,

$$y_\lambda=(2r)^{\lambda+1/2}e^{-r/\kappa}\,\mathbf M\!\left(\lambda+\tfrac12-\kappa,\,1+2\lambda,\,2r/\kappa\right).$$

Here $\mathbf M(a,b,z)=\sum_j (a)_jz^j/[j!\,\Gamma(b+j)]$, with $(a)_j=a(a+1)\cdots(a+j-1)$, solves Kummer's equation $zu_{zz}+(b-z)u_z-au=0$.

The regular function is $f=y_{l+1/2}$. In (c) an irregular solution was found as the limit $\lambda\to l+\tfrac12$ of

$$\eta_\lambda=\frac{A(\kappa,\lambda)\cos2\pi\lambda\;y_\lambda-y_{-\lambda}}{\sin2\pi\lambda},$$

where $A(\kappa,\lambda)=\Gamma(\kappa+\lambda+\tfrac12)/[\kappa^{2\lambda}\Gamma(\kappa-\lambda+\tfrac12)]$. The limit is $g+\mathcal G_\kappa f$. Both $f$ and $g$ are entire in $\epsilon$ at each $r>0$, with $\mathcal W[f,g]=2/\pi$, and

$$\mathcal G_\kappa=\frac{A}{2\pi}\big[\psi(\kappa+l+1)+\psi(\kappa-l)-2\ln\kappa\big],\qquad A(\epsilon,l)=\prod_{p=1}^{l}(1+p^2\epsilon).$$

Problem (e), solved next, is to separate $\mathcal G_\kappa$ into a polynomial and a part independent of $l$ apart from the factor $A$, and to determine the analytic structure of that part in $\epsilon$, its values on the positive axis and its behaviour at threshold.

**Solution.** The recurrence gives $\psi(\kappa+l+1)=\psi(\kappa)+1/\kappa+\sum_{p=1}^l1/(\kappa+p)$ and $\psi(\kappa-l)=\psi(\kappa)-\sum_{p=1}^l1/(\kappa-p)$. Each pair combines to $-2p/(\kappa^2-p^2)$, and $1/(\kappa^2-p^2)=-\epsilon/(1+p^2\epsilon)$. Thus

$$\pi\mathcal G_\kappa=Q+A\,\Phi(\kappa),\qquad Q=A\sum_{p=1}^l\frac{p\,\epsilon}{1+p^2\epsilon},\qquad \Phi(\kappa)=\psi(\kappa)+\frac1{2\kappa}-\ln\kappa .$$

Each denominator in $Q$ is a factor of $A$, so $Q$ is a polynomial and $\mathcal G_\kappa$ is finite at $\kappa=1,\dots,l$, where $\psi(\kappa-l)$ has poles.

An integral for $\Phi$ exposes its structure. For $\mathrm{Re}\,\kappa>0$, $\psi'(\kappa)=\sum_n(\kappa+n)^{-2}=\int_0^\infty se^{-\kappa s}(1-e^{-s})^{-1}ds$ and $1/\kappa=\int_0^\infty e^{-\kappa s}ds$. Integrate the difference from $\kappa=+\infty$, where $\psi-\ln\kappa\to0$ (at integers $\psi(N+1)=\sum_{n\le N}1/n-\gamma$, and $\psi$ is monotonic between them). This gives $\psi-\ln\kappa=\int_0^\infty[1/s-1/(1-e^{-s})]e^{-\kappa s}ds$, and adding $1/(2\kappa)$,

$$\Phi=-\int_0^\infty\left[\tfrac12\coth\tfrac s2-\tfrac1s\right]e^{-\kappa s}ds .$$

The partial fractions of the hyperbolic cotangent turn the bracket into $\sum_{n\ge1}2s/(s^2+4\pi^2n^2)$. Each term equals $2\int_0^\infty e^{-2\pi nt}\sin(st)\,dt$, and the sum is $2\int_0^\infty\sin(st)/(e^{2\pi t}-1)\,dt$. The bound $|\sin st|\le st$ allows the exchange of the integrals, $\int_0^\infty e^{-\kappa s}\sin(st)\,ds=t/(t^2+\kappa^2)$, and $1/(t^2+\kappa^2)=-\epsilon/(1-\epsilon t^2)$. The result is Binet's integral in the variable $\epsilon$:

$$\Phi=2\epsilon\int_0^\infty\frac{t\,dt}{(1-\epsilon t^2)(e^{2\pi t}-1)} .$$

It is analytic in the $\epsilon$ plane cut along $\epsilon\ge0$. On the upper lip, $1/(1-\epsilon t^2-i0)$ has imaginary part $\pi\delta(1-k^2t^2)=\pi\delta(t-1/k)/(2k^2t)$, so

$$\mathrm{Im}\,\Phi(i/k)=\frac{\pi}{e^{2\pi/k}-1},\qquad \mathrm{Im}\,\mathcal G_{i/k}=\frac{A}{e^{2\pi/k}-1}.$$

The real part follows from the definition, since $1/(2\kappa)$ is imaginary and $\ln\kappa=-\ln k+i\pi/2$. For real energies define $\mathcal G=\mathrm{Re}\,\mathcal G_\kappa$, that is $\pi\mathcal G=Q+A\Phi_{\rm R}$ with $\Phi_{\rm R}=\psi(\nu)+1/(2\nu)-\ln\nu$ for $\epsilon<0$ and $\Phi_{\rm R}=\mathrm{Re}\,\psi(i/k)+\ln k$ for $\epsilon>0$. The continuation of the lower expression is complex above threshold, so the upper expression is not its analytic continuation.

For $0\le\arg\epsilon\le\pi$ (with $+i0$ on the positive axis) the path may be rotated to the ray $\arg t=\pi/4$: the pole $t=\epsilon^{-1/2}$ lies below the real axis, its mirror image lies in the left half-plane or on the imaginary axis, and the poles of $1/(e^{2\pi t}-1)$ lie on the imaginary axis. On the ray $\mathrm{Re}(\epsilon t^2)\le0$, so $|1-\epsilon t^2|\ge1$. One formula then covers all real $\epsilon$ and may be differentiated under the integral any number of times, so $\Phi_{\rm R}$ is infinitely differentiable at $\epsilon=0$. Inserting $1/(1-x)=\sum_{i<J}x^i+x^J/(1-x)$ and rotating back in the finite sum,

$$\Phi=\sum_{j=1}^{J}T_j+O(\epsilon^{J+1}),\qquad T_j=\frac{2\zeta(2j)(2j-1)!}{(2\pi)^{2j}}\,\epsilon^j=\frac{|B_{2j}|}{2j}\epsilon^j,$$

where $1/(e^{2\pi t}-1)=\sum_ne^{-2\pi nt}$ and Euler's value of $\zeta(2j)$ were used. The series begins $\epsilon/12+\epsilon^2/120+\epsilon^3/252+\epsilon^4/240$. For $\epsilon<0$ the real path already has $0<1/(1-x)\le1$, so the remainder is smaller in size than the first omitted term. The ratio $T_{j+1}/T_j$ is $2j(2j+1)\epsilon/(4\pi^2)$ times $\zeta(2j+2)/\zeta(2j)\to1$; it grows without bound, and the radius of convergence is zero. At $\epsilon=0.25$ the ratio is just below 1 for $j=6$ ($156$ against $16\pi^2$) and above 1 for $j=7$, so the smallest term is $T_7=5.086\times10^{-6}$. Stopping before it leaves a remainder $\Phi_{\rm R}-\sum_{j\le6}T_j=-6.597\times10^{-7}$, with $\Phi_{\rm R}=0.021444335$, while $T_{30}=3.094\times10^{14}$.

The origin is more than a branch point. For $\mathrm{Im}\,\kappa<0$, reflection at $x=1+\kappa$ gives $\psi(-\kappa)=\psi(\kappa)+1/\kappa+\pi\cot\pi\kappa$, and $\ln(\kappa e^{i\pi})=\ln\kappa+i\pi$, so

$$\Phi(\kappa e^{i\pi})=\Phi(\kappa)+\pi(\cot\pi\kappa-i).$$

On the second sheet $\Phi$ has poles at $\epsilon=-1/n^2$, which accumulate at $\epsilon=0$; the factor $A$ removes only those with $n\le l$.

A Cauchy mean separates the two kinds of behaviour. An entire function averaged over a circle $|\epsilon|=\rho$ returns its value at the centre. For $\mathcal G_\kappa f$, apply Cauchy's theorem to $\mathcal G_\kappa f/\epsilon$ on a keyhole contour: the large circle counterclockwise, inward below the cut, a small circle whose contribution vanishes because $\mathcal G_\kappa=O(\epsilon)$ uniformly, and outward above the cut. The jump is $2i\,\mathrm{Im}\,\mathcal G_{i/k}f$, so the mean is $-\pi^{-1}\int_0^\rho Af\,(e^{2\pi/k}-1)^{-1}d\epsilon/\epsilon$. For $l=1$, $r=2$ bohr and $\rho=1.3$ Ry the check finds the mean of $g$ equal to $g(0)=-0.364044231907$, and the mean of $\mathcal G_\kappa f$ equal to the cut integral, $-3.738\times10^{-4}$, although the central value is zero.

## Second half: the energy-normalised functions $s$ and $c$

The following is taken over. The radial equation is $w''+[\epsilon+2/r-l(l+1)/r^2]w=0$ in bohr and rydberg, $m=2l+1$, $\epsilon=-1/\kappa^2$, with $\kappa=\nu>0$ below and $\kappa=i/k$ above threshold, and $z=2r/\kappa$. The functions $y_{\pm\lambda}=(2r)^{\pm\lambda+1/2}e^{-z/2}\mathbf M(\pm\lambda+\tfrac12-\kappa,1\pm2\lambda,z)$ solve the equation with $l(l+1)\to\lambda^2-\tfrac14$. The pair $f=y_{l+1/2}\simeq2^{l+1}r^{l+1}/m!$ and $g\simeq-(2l)!\,r^{-l}/(2^l\pi)$ is entire in $\epsilon$, with $\mathcal W[f,g]=2/\pi$. With $A(\kappa,\lambda)=\Gamma(\kappa+\lambda+\tfrac12)/[\kappa^{2\lambda}\Gamma(\kappa-\lambda+\tfrac12)]$, the combination $\eta_\lambda=[A(\kappa,\lambda)\cos2\pi\lambda\,y_\lambda-y_{-\lambda}]/\sin2\pi\lambda$ tends to $g+\mathcal G_\kappa f$. Here $\pi\mathcal G_\kappa=Q+A\Phi(\kappa)$, $A=\prod_{p\le l}(1+p^2\epsilon)$, $Q=A\sum_{p\le l}p\epsilon/(1+p^2\epsilon)$, $\Phi=\psi(\kappa)+1/(2\kappa)-\ln\kappa$, $\mathcal G=\mathrm{Re}\,\mathcal G_\kappa$ and $\mathrm{Im}\,\mathcal G_{i/k}=A/(e^{2\pi/k}-1)$. For real $\epsilon$ define the real irregular solution

$$h=-(g+\mathcal Gf),\qquad \mathcal W[h,f]=-\mathcal W[g,f]=\frac2\pi .$$

### (f) The solution fixed at large distance

Construct the solution $W_{\kappa,\lambda}(z)$ that behaves as $e^{-z/2}z^\kappa$ for large $|z|$, and express it at $\lambda=l+\tfrac12$ through $f$ and $g$.

**Solution.** With $a=\lambda+\tfrac12-\kappa$ and $b=1+2\lambda$, take for $\mathrm{Re}\,a>0$, $\mathrm{Re}\,z>0$

$$U(a,b,z)=\frac1{\Gamma(a)}\int_0^\infty t^{a-1}\varphi(t)\,dt,\qquad\varphi=e^{-zt}(1+t)^{b-a-1}.$$

Kummer's operator multiplies the integrand by $zt^2-(b-z)t-a=zt(1+t)-bt-a$, which makes it equal to $-\frac{d}{dt}[e^{-zt}t^a(1+t)^{b-a}]$. The bracket vanishes at both ends, so $U$ solves Kummer's equation and $W_{\kappa,\lambda}=z^{\lambda+1/2}e^{-z/2}U$ solves the radial equation. Rotating the path to $\arg t=-\arg z$ extends $U$ to $|\arg z|\le\pi/2$. Integrating by parts $n$ times gives $U=(-1)^n\Gamma(a+n)^{-1}\int_0^\infty t^{a+n-1}\varphi^{(n)}dt$, which continues $U$ analytically to $\mathrm{Re}\,a>-n$; the differential equation persists by continuation.

For large $|z|$ small $t$ dominates. Expanding $(1+t)^{b-a-1}=1+(b-a-1)t+\dots$ and using $\int_0^\infty e^{-zt}t^{a-1+j}dt=\Gamma(a+j)z^{-a-j}$ (Watson's lemma),

$$W_{\kappa,\lambda}=e^{-z/2}z^{\kappa}\left[1-\frac{a(a-b+1)}{z}+O(z^{-2})\right].$$

In the integrated form the dominant part of $\varphi^{(n)}$ is $(-z)^ne^{-zt}$, which gives the same leading power $z^nz^{-a-n}$. Differentiating under the integral inserts a factor $-t$, so $U_z$ is smaller than the leading term by $1/z$, and $dW/dz=-\tfrac12e^{-z/2}z^\kappa[1+O(1/z)]$.

For non-integer $2\lambda$, $W=C_+y_\lambda+C_-y_{-\lambda}$, with coefficients that are ratios of Wronskians and hence analytic in $\kappa$ and $\lambda$. It is enough to find each on a small parameter region with $\kappa>0$ and $\mathrm{Re}\,a>0$. For $\mathrm{Re}\,\lambda<0$ let $z\to0$: the integral becomes the beta integral $\Gamma(a)\Gamma(1-b)/\Gamma(a-b+1)$, so $W/z^{\lambda+1/2}\to\Gamma(-2\lambda)/\Gamma(\tfrac12-\lambda-\kappa)$, while $y_\lambda/z^{\lambda+1/2}\to\kappa^{\lambda+1/2}/\Gamma(1+2\lambda)$ and $y_{-\lambda}/z^{\lambda+1/2}\to0$. For $\mathrm{Re}\,\lambda>\tfrac12$ substitute $t=u/z$: $z^{b-1}U=\Gamma(a)^{-1}\int e^{-u}u^{a-1}(z+u)^{b-a-1}du\to\Gamma(b-1)/\Gamma(a)$, and now $y_{-\lambda}$ dominates, with $z^{\lambda-1/2}y_{-\lambda}\to\kappa^{-\lambda+1/2}/\Gamma(1-2\lambda)$. Reflection gives $\Gamma(-2\lambda)\Gamma(1+2\lambda)=-\pi/\sin2\pi\lambda$ and $\Gamma(2\lambda)\Gamma(1-2\lambda)=\pi/\sin2\pi\lambda$, so

$$W_{\kappa,\lambda}=-\frac{\pi\kappa^{\lambda-1/2}}{\Gamma(\frac12+\lambda-\kappa)}\;\frac{\tilde A\,y_\lambda-y_{-\lambda}}{\sin2\pi\lambda},\qquad\tilde A=\frac{\Gamma(\frac12+\lambda-\kappa)}{\kappa^{2\lambda}\,\Gamma(\frac12-\lambda-\kappa)} .$$

Reflection converts both gamma functions: $\Gamma(\tfrac12+\lambda-\kappa)=\pi/[\Gamma(\tfrac12-\lambda+\kappa)\cos\pi(\kappa-\lambda)]$ and $\Gamma(\tfrac12-\lambda-\kappa)=\pi/[\Gamma(\tfrac12+\lambda+\kappa)\cos\pi(\kappa+\lambda)]$. Hence $\tilde A=A(\kappa,\lambda)\cos\pi(\kappa+\lambda)/\cos\pi(\kappa-\lambda)$. Writing $\kappa+\lambda=(\kappa-\lambda)+2\lambda$ in the cosine gives $\tilde A=A(\kappa,\lambda)[\cos2\pi\lambda-\tan\pi(\kappa-\lambda)\sin2\pi\lambda]$, and the last fraction in $W$ equals $\eta_\lambda-A(\kappa,\lambda)\tan\pi(\kappa-\lambda)\,y_\lambda$. This is the reason for the form given to $A(\kappa,\lambda)$ in (c). At $\lambda=l+\tfrac12$, $\tan(\pi\kappa-l\pi-\pi/2)=-\cot\pi\kappa$, and

$$\frac{\Gamma(l+1-\kappa)}{\pi\kappa^{l}}\,W_{\kappa,l+1/2}(2r/\kappa)=-\big[g+(\mathcal G_\kappa+A\cot\pi\kappa)f\big].$$

All non-analytic energy dependence of the solution defined at infinity sits in the prefactor and in the coefficient of $f$.

### (g) Positive energy

For $\epsilon=k^2>0$ find real solutions $s\propto f$ and $c\propto h$ with equal asymptotic amplitudes, chosen so that $\mathcal W[c,s]=1/\pi$, and find their asymptotic form.

**Solution.** Put $\kappa=i\beta$ with $\beta=1/k$. Then $\cot i\pi\beta=-i(e^{2\pi\beta}+1)/(e^{2\pi\beta}-1)$, and

$$\mathcal G_\kappa+A\cot\pi\kappa=\mathcal G+iA\,\frac{1-(e^{2\pi\beta}+1)}{e^{2\pi\beta}-1}=\mathcal G-iB,\qquad B=\frac{A}{1-e^{-2\pi/k}} .$$

The right side of the result of (f) is therefore $h+iBf$. On the left $z=-2ikr$, so $e^{-z/2}=e^{ikr}$ is outgoing, and $z^{\kappa}=\exp[i\beta(\ln2kr-i\pi/2)]=e^{i\beta\ln2kr}e^{\pi\beta/2}$. Further $\kappa^{-l}=k^le^{-il\pi/2}$ and $\Gamma(l+1-i\beta)=|\Gamma|e^{i\sigma_l}$, which defines $\sigma_l$. The modulus follows from the recurrence and from $\Gamma(1+i\beta)\Gamma(1-i\beta)=\pi\beta/\sinh\pi\beta$:

$$|\Gamma(l+1-i\beta)|^2=\prod_{p=1}^l(p^2+\beta^2)\,\frac{\pi\beta}{\sinh\pi\beta}=\beta^{2l}A\,\frac{\pi\beta}{\sinh\pi\beta}.$$

The squared modulus of the left side tends to $\pi^{-2}k^{2l}\beta^{2l}A\,\pi\beta\,e^{\pi\beta}/\sinh\pi\beta=2B/(\pi k)$, since $e^{x}/\sinh x=2/(1-e^{-2x})$. So $h$ and $Bf$ have the same amplitude and are a quarter period apart. Dividing both by a common $N$ gives the Wronskian $(B/N^2)(2/\pi)$, which equals $1/\pi$ for $N=\sqrt{2B}$:

$$s=\sqrt{B/2}\;f,\qquad c=\frac{h}{\sqrt{2B}},\qquad c+is\to\frac{e^{i\theta}}{\sqrt{\pi k}},$$

$$\theta=kr+\frac1k\ln2kr-\frac{l\pi}{2}+\arg\Gamma(l+1-i/k).$$

The standard Coulomb functions $F_l$ and $G_l$ are the real solutions tending to $\sin\theta$ and $\cos\theta$, with this $\theta$ for Sommerfeld parameter $-1/k$, so $s=F_l/\sqrt{\pi k}$ and $c=G_l/\sqrt{\pi k}$. Taking the real part of $\mathcal G_\kappa$ in $h$ is exactly what makes $c$ the cosine partner of $s$.

The first correction has $a(a-b+1)=(l+1-\kappa)(-l-\kappa)=-l(l+1)-\beta^2-i\beta$ and $-1/z=-i/(2kr)$, giving the factor $1-1/(2k^2r)+i[l(l+1)+1/k^2]/(2kr)$. For $l=1$, $k=0.5$ bohr$^{-1}$ and $r=2000$ bohr this is $1-0.001+0.003i$, which accounts for the values $\pi k(s^2+c^2)=0.998007$ and the phase offset $2.998\times10^{-3}$ rad found by integrating outward. The asymptotic form requires every term of this correction to be small: $k^2r\gg1$ for the real term, which sets the amplitude at this order, and $k^3r\gg1$ and $kr\gg l(l+1)$ for the phase. At second order the centrifugal term also enters the amplitude, which therefore needs $kr\gg l$ as well; this is implied by the phase condition. For $k<1$ bohr$^{-1}$ the condition $k^3r\gg1$ is stricter than $k^2r\gg1$ (here the term $1/(2k^3r)$ supplies $0.002$ of the $0.003$), so the form is not uniform at threshold.

Two limits show the meaning of $B$, which sets the density $s^2\propto Br^{2l+2}$ near the nucleus. For $k\to\infty$, $A\to(l!)^2k^{2l}$ and $1-e^{-2\pi/k}\to2\pi/k$, so $s\to(\pi k)^{-1/2}(kr)^{l+1}2^ll!/(2l+1)!$, the small-$r$ form of the free spherical wave. For $k\to0$, $B\to1$: the attraction removes the factor $k^{2l+1}$ of the free case. Also $B-A=A/(e^{2\pi/k}-1)=\mathrm{Im}\,\mathcal G_{i/k}$ vanishes at threshold with all its derivatives.

The non-analytic term $\mathcal G_\kappa$ has been analysed, and for positive energy the real pair $s,c$ has been found with equal asymptotic amplitudes and $\mathcal W[c,s]=1/\pi$. It remains to prove the continuum normalisation, extend the pair to negative energies, treat a short-range perturbation and work out numerical examples.

Numerical values quoted here were computed with a short program.
